# d-wave spin splitting in a two-sublattice square-lattice altermagnet

## The problem

Electrons hop on a square lattice with nearest-neighbour distance \(a\) and one orbital per site. A site at \(a(x,y)\), with integer \(x,y\), belongs to sublattice A if \(x+y\) is even and to B if it is odd. A plaquette is labelled by its lower-left corner \((X,Y)\). It holds a non-magnetic atom ("filled") if \(X+Y\) is even and is empty otherwise. The nearest-neighbour hopping is \(-t\). The hopping along both diagonals of a filled plaquette is \(-(t'+\delta)\), and of an empty one \(-(t'-\delta)\). The sites carry collinear Néel order along a unit vector \(\mathbf n\), which enters as a static exchange potential \(-\Delta\,\mathbf n\cdot\boldsymbol\sigma\) on A and \(+\Delta\,\mathbf n\cdot\boldsymbol\sigma\) on B, with \(\boldsymbol\sigma\) the Pauli matrices and \(\delta,\Delta>0\). There is no spin-orbit coupling. Wave vectors are in units of \(1/a\). The round parameters are \(t=1\) eV, \(t'=0.2\) eV, \(\delta=0.1\) eV, \(\Delta=1\) eV and \(a=3\) Å.

(a) Find the spin splitting \(S(\mathbf k)=E_\uparrow-E_\downarrow\) of the lower band, its value at \(\mathbf k_1=(\pi/3,\pi/4)\) and its maximum.

(b) Decide whether the crystal has a net spin moment at chemical potential \(\mu\) and temperature \(T\), and on what the answer rests.

(c) Relate \(\Delta\) to a Hubbard repulsion \(U\) in Hartree theory at half filling.

(d) Find the effective masses at the band bottom and the spin-resolved conductivity at low density.

## The Bloch Hamiltonian

The hopping is spin independent and the only spin operator present is \(\mathbf n\cdot\boldsymbol\sigma\), which therefore commutes with the Hamiltonian. Its eigenvalue \(\sigma=\pm1\) (written \(\uparrow,\downarrow\)) labels two independent spinless problems \(H_\sigma\). A global spin rotation turns \(\mathbf n\) and leaves the hopping alone, so the spectrum does not depend on the direction of \(\mathbf n\).

The bond from the A site \((0,0)\) to \((1,1)\) crosses plaquette \((0,0)\), which is filled. The bond to \((1,-1)\) crosses plaquette \((0,-1)\), which is empty. From the B site \((1,0)\), the bond along \((1,1)\) crosses plaquette \((1,0)\), empty, and the bond along \((1,-1)\) crosses \((1,-1)\), filled. Thus A has \(t'+\delta\) along \((1,1)\) and \(t'-\delta\) along \((1,-1)\), and B has the reverse. With amplitudes \(c_{A,B}\,e^{i(k_xx+k_yy)}\) on the sites, the diagonal bonds of A give
\[
\varepsilon_A=-2(t'+\delta)\cos(k_x+k_y)-2(t'-\delta)\cos(k_x-k_y).
\]
Since \(\cos(k_x\pm k_y)=\cos k_x\cos k_y\mp\sin k_x\sin k_y\), the sum of the two cosines is \(2\cos k_x\cos k_y\) and the first minus the second is \(-2\sin k_x\sin k_y\). Therefore \(\varepsilon_A=\varepsilon_0+\eta\) and, by \(\delta\to-\delta\), \(\varepsilon_B=\varepsilon_0-\eta\), with
\[
\varepsilon_0=-4t'\cos k_x\cos k_y,\qquad \eta=4\delta\sin k_x\sin k_y .
\]
The four nearest neighbours lie on the other sublattice and give \(\gamma=-2t(\cos k_x+\cos k_y)\). With Pauli matrices \(\tau_i\) in the (A, B) space,
\[
H_\sigma(\mathbf k)=\varepsilon_0+\gamma\,\tau_x+(\eta-\sigma\Delta)\,\tau_z. \tag{1}
\]
The cell has primitive vectors \((1,1)\) and \((1,-1)\) and reciprocal vectors \((\pi,\pi)\) and \((\pi,-\pi)\). A shift of \(\mathbf k\) by either reverses \(\gamma\) and keeps \(\varepsilon_0\) and \(\eta\), which sends \(H_\sigma\) to \(\tau_zH_\sigma\tau_z\) with the same energies.

## A tempting solution of (a) and (b)

The exchange potential lowers spin up on A and spin down on B. The lower band of spin up is then the A band, \(\varepsilon_0+\eta-\Delta\), and that of spin down is the B band, \(\varepsilon_0-\eta-\Delta\). The hopping \(\gamma\) pushes both down by level repulsion, but \(\gamma\) does not depend on spin, so the push cancels in the difference:
\[
S=2\eta=8\delta\sin k_x\sin k_y .
\]
At \(\mathbf k_1\), \(\sin k_x\sin k_y=0.61237\) and \(S=0.8\times0.61237=0.490\) eV. For (b), \(\sin k_x\sin k_y\) averages to zero over the zone, neither spin is favoured, and the net moment vanishes.

This has a plausible angular form and reaches a plausible conclusion. The magnitude in (a) is wrong and the argument for (b) is invalid.

## The faults

The first fault is the claim that the level repulsion cancels. The repulsion depends on \(\gamma\) and also on the distance between the two levels that \(\gamma\) couples. For spin up the levels are \(\varepsilon_0+\eta-\Delta\) on A and \(\varepsilon_0-\eta+\Delta\) on B, a distance \(2(\Delta-\eta)\) apart. For spin down the distance is \(2(\Delta+\eta)\). In second-order perturbation theory, valid for \(|\gamma|\ll\Delta-|\eta|\), the lower levels move by \(-\gamma^2/[2(\Delta-\sigma\eta)]\), and the difference of the shifts is
\[
-\frac{\gamma^2}{2}\left[\frac1{\Delta-\eta}-\frac1{\Delta+\eta}\right]=-\frac{\gamma^2\eta}{\Delta^2-\eta^2},
\qquad
S\approx2\eta\left[1-\frac{\gamma^2}{2(\Delta^2-\eta^2)}\right]. \tag{2}
\]
The correction is of first order in \(\eta\), as is the term retained, and is small when \(\gamma^2\ll\Delta^2-\eta^2\). Here \(|\gamma|\) reaches \(4t=4\) eV against \(\Delta=1\) eV.

The second fault is that a vanishing zone average of \(S\) does not fix the populations. The moment is the average of \(f(E_\uparrow)-f(E_\downarrow)\), which weights \(S\) with the position of the band relative to \(\mu\). If that position is correlated with the sign of \(S\), a moment can appear although \(S\) averages to zero. Part (b) contains such a case.

## (a) The splitting

The matrix \(\gamma\tau_x+b\tau_z\) squares to \(\gamma^2+b^2\), because \(\tau_x\) and \(\tau_z\) anticommute and each squares to one, and it is traceless. Hence
\[
E_\sigma^{\pm}=\varepsilon_0\pm R_\sigma,\qquad R_\sigma=\sqrt{\gamma^2+(\eta-\sigma\Delta)^2},
\]
with "lower" and "upper" meaning energy order within one spin sector. For the lower band \(S=R_\downarrow-R_\uparrow\). Since \(R_\downarrow^2-R_\uparrow^2=(\eta+\Delta)^2-(\eta-\Delta)^2=4\Delta\eta\), division by \(R_\uparrow+R_\downarrow\) gives
\[
S(\mathbf k)=\frac{4\Delta\eta}{R_\uparrow+R_\downarrow}=\frac{16\,\Delta\,\delta}{R_\uparrow+R_\downarrow}\,\sin k_x\sin k_y, \tag{3}
\]
and the upper band is split by \(-S\). The prefactor is positive, since \(R_\uparrow\) and \(R_\downarrow\) cannot both vanish for \(\Delta>0\). It is even in \(\eta\), so it has the full symmetry of the square. The splitting has the sign and the zeros of \(\sin k_x\sin k_y\) but is not a constant multiple of it. It vanishes for \(\delta=0\), an ordinary Néel antiferromagnet, and for \(\Delta=0\).

At \(\mathbf k_1\): \(\varepsilon_0=-0.8\cos60^\circ\cos45^\circ=-0.28284\) eV, \(\gamma=-2(\cos 60^\circ+\cos45^\circ)=-2.41421\) eV and \(\eta=0.4\times0.61237=0.24495\) eV. Then
\[
R_\uparrow=\sqrt{2.41421^2+(1-0.24495)^2}=2.52953\ \text{eV},
\]
\[
R_\downarrow=\sqrt{2.41421^2+(1+0.24495)^2}=2.71631\ \text{eV}.
\]
The lower levels are \(E_\uparrow=-2.81237\) eV and \(E_\downarrow=-2.99915\) eV, so \(S=0.18678\) eV. The tempting value 0.48990 eV is 2.6 times too large.

The reduction has a direct reading at first order in \(\delta\). The lower eigenvector of \(\gamma\tau_x+b\tau_z\) points against \((\gamma,b)\), so \(\langle\tau_z\rangle=-b/R\). At \(\eta=0\), \(b=-\sigma\Delta\) and \(\langle\tau_z\rangle=\sigma\Delta/\rho\) with \(\rho=\sqrt{\gamma^2+\Delta^2}\). The perturbation \(\eta\tau_z\) shifts the level by \(\sigma\eta\Delta/\rho\), so \(S\approx S_1=2\eta\Delta/\rho\). The splitting is \(2\eta\) times the sublattice polarization of the Bloch state, which the tempting solution set to one. For the error, write \(R_\sigma=\rho\sqrt{1+u}\) with \(u=(\eta^2-2\sigma\Delta\eta)/\rho^2\). The expansion \(1+u/2-u^2/8\) gives, to second order,
\[
R_\sigma=\rho-\frac{\sigma\Delta\eta}{\rho}+\frac{\eta^2}{2\rho}-\frac{\Delta^2\eta^2}{2\rho^3}=\rho-\frac{\sigma\Delta\eta}{\rho}+\frac{\gamma^2\eta^2}{2\rho^3}.
\]
Thus \(R_\uparrow+R_\downarrow=2\rho+\gamma^2\eta^2/\rho^3\) and \(S\approx S_1[1-\gamma^2\eta^2/2\rho^4]\), an error of order \(\delta^3\). At \(\mathbf k_1\), \(S_1=0.18748\) eV exceeds \(S\) by 0.4% of \(S\), and \(\gamma^2\eta^2/2\rho^4=(2.414\times0.245)^2/[2(1+2.414^2)^2]=0.004\).

For the maximum, \(R_\sigma\ge|\eta-\sigma\Delta|\) and \(|\eta-\Delta|+|\eta+\Delta|=2\max(|\eta|,\Delta)\), so (3) gives
\[
|S|\le\frac{4\Delta|\eta|}{2\max(|\eta|,\Delta)}=2\min(|\eta|,\Delta). \tag{4}
\]
For \(\eta\ne0\) equality requires \(\gamma=0\). As \(\cos k_x+\cos k_y=2\cos\frac{k_x+k_y}2\cos\frac{k_x-k_y}2\), this means \(k_x\pm k_y=\pi\) modulo \(2\pi\), the boundary of the magnetic zone. There the sublattices decouple. If \(\Delta\ge4\delta\), then \(|\eta|\le\Delta\) and \(S=8\delta\sin k_x\sin k_y\) holds without approximation on the whole boundary. The bound is at most \(8\delta\) and is attained at \((\pi/2,\pi/2)\), so the maximum is \(S=8\delta=0.8\) eV \(=1.28\times10^{-12}\) erg. A Zeeman splitting \(2\mu_BB_Z\) of free spins, with \(\mu_B=e\hbar/2m_ec\), would equal this at \(B_Z=6.9\times10^7\) G.

Along the diagonal \(k_x=k_y=j\pi/8\), formula (3) gives:

| \(j\) | \(S\) (eV) | \(2\eta\) (eV) | \(S/2\eta\) |
|---|---|---|---|
| 1 | 0.031 | 0.117 | 0.261 |
| 2 | 0.133 | 0.400 | 0.333 |
| 3 | 0.369 | 0.683 | 0.540 |
| 4 | 0.800 | 0.800 | 1.000 |

Towards \(\mathbf k=0\), \(\eta\to0\) and \(\gamma\to-4t\), so the ratio tends to \(\Delta/R_0=0.243\) with \(R_0=\sqrt{16t^2+\Delta^2}=4.123\) eV. Strict proportionality over the whole zone is approached for \(\Delta\gg4t,\,4\delta\), where (2) becomes \(S/2\eta\approx1-\gamma^2/2\Delta^2\).

For weak order, \(\Delta<4\delta\), the tempting result fails even on the boundary. Where \(\eta>\Delta\), the A level of spin up, \(\eta-\Delta\) relative to \(\varepsilon_0\), is positive, so the lower states of both spins sit on B, at \(-\eta+\Delta\) and \(-\eta-\Delta\), and \(S=2\Delta\). With \(\Delta=0.2\) eV the splitting at \((\pi/2,\pi/2)\) is 0.4 eV and not 0.8 eV.

## (b) Symmetry and the net moment

Every map of the lattice onto itself has the form \(\mathbf r\to g\mathbf r+\boldsymbol\tau\), where \(\boldsymbol\tau\) is an integer vector and \(g\) is one of the eight point operations of the square, each of which may exchange the coordinates and reverses the sign of \(\nu=0,1\) or 2 of them. Let \(p=\tau_x+\tau_y\), the components of the vector \(\boldsymbol\tau\) being meant here. A sign change does not alter the parity of an integer, so the parity of \(x+y\) changes by \(p\): the sublattices are exchanged if \(p\) is odd. A plaquette centre has coordinates \(X+\frac12\), and a sign change gives \(-X-\frac12=(-X-1)+\frac12\), which shifts the parity of the label by one. The plaquette parity changes by \(p+\nu\). For \(\delta\neq0\) the hopping is invariant only if filled plaquettes go to filled ones, that is if \(p+\nu\) is even. Two classes result.

For even \(\nu\) (the identity, the twofold rotation and the two diagonal mirrors) \(p\) is even, the sublattices are kept, and \(H_\sigma\) maps to \(H_\sigma\), so \(E_\sigma(g\mathbf k)=E_\sigma(\mathbf k)\). For odd \(\nu\) (the two fourfold rotations and the mirrors \(M_x:x\to-x\), \(M_y:y\to-y\)) \(p\) is odd, the sublattices are exchanged, the exchange potential changes sign, and \(H_\uparrow\) maps to \(H_\downarrow\):
\[
E_\downarrow(g\mathbf k)=E_\uparrow(\mathbf k),\qquad \nu\ \text{odd}. \tag{5}
\]
An example is \((x,y)\to(1-y,x)\), the fourfold rotation about the filled centre \((\frac12,\frac12)\). Translations (\(\nu=0\)) and inversions (\(\nu=2\)) belong to the first class, so neither connects the two spins. For \(\delta=0\) the plaquette condition disappears, the translation by \((1,0)\) maps \(H_\uparrow\) to \(H_\downarrow\) at the same \(\mathbf k\), and the bands are degenerate. Opposite-spin sublattices related by a rotation or mirror, and by no translation or inversion, define an altermagnet.

It follows that \(S\) is odd under the second class and even under the first, as the function \(xy\) is: a \(d_{xy}\) wave. From \(S(-k_x,k_y)=-S(k_x,k_y)\), it vanishes at \(k_x=0\), and also at \(k_x=\pi\), since \(\pm\pi\) differ by the reciprocal vector \((2\pi,0)=(\pi,\pi)+(\pi,-\pi)\). The same holds for \(k_y\). The argument uses the symmetry alone, so these nodal lines survive further hoppings that respect it. On a circle \(\mathbf k=k(\cos\varphi,\sin\varphi)\), oddness under \(\varphi\to\varphi+\pi/2\) requires \(e^{im\pi/2}=-1\) for a harmonic \(e^{im\varphi}\), so \(m=2,6,10,\dots\). Under \(\varphi\to\pi-\varphi\) and for even \(m\), \(\cos m\varphi\) is even and \(\sin m\varphi\) is odd, so the sines remain. A discrete Fourier transform of \(S\) over 128 angles at \(k=1.2\) gives amplitudes \(0.158\), \(-1.2\times10^{-3}\) and \(5.6\times10^{-6}\) eV for \(m=2,6,10\).

The number of electrons per two-site cell is \(N_\sigma=\langle\sum_\pm f(E^\pm_\sigma)\rangle\), with \(f\) the Fermi function and \(\langle\ \rangle\) the zone average. The substitution \(\mathbf k\to g\mathbf k\) maps the zone onto itself with unit Jacobian, and (5) gives
\[
N_\downarrow=\Big\langle\sum_\pm f\big(E^\pm_\downarrow(g\mathbf k)\big)\Big\rangle=\Big\langle\sum_\pm f\big(E^\pm_\uparrow(\mathbf k)\big)\Big\rangle=N_\uparrow
\]
at every \(\mu\) and \(T\), given exchange potentials of equal size on A and B. The operation carries an A site of \(H_\uparrow\) to a B site of \(H_\downarrow\), so \(n_{A\uparrow}=n_{B\downarrow}\) and \(n_{B\uparrow}=n_{A\downarrow}\), and \(m_A=\frac12(n_{A\uparrow}-n_{A\downarrow})=-m_B\). With \(\Delta\) held at 1 eV, \(\mu=-1.5\) eV and \(k_BT=0.1\) eV, diagonalization on a uniform \(240\times240\) grid of \(\mathbf k\) gives \(N_\uparrow=N_\downarrow=0.566\) and \(m_A=0.118\).

One operation of the second class suffices. Unequal hoppings \(t_x\ne t_y\) remove the fourfold rotation, but \(\gamma=-2t_x\cos k_x-2t_y\cos k_y\) is even in \(k_x\), the mirror \(M_x\) survives, and the moment stays zero. A staggered potential \(V\tau_z\) makes the sublattices inequivalent, and at \(V=0.1\) eV the same sum gives \(N_\uparrow-N_\downarrow=-0.041\) per cell.

The case that refutes the tempting argument is an \(xy\) shear, modelled by extra hoppings \(-\lambda\) along \((1,1)\) and \(+\lambda\) along \((1,-1)\) on both sublattices. It adds \(-2\lambda\cos(k_x+k_y)+2\lambda\cos(k_x-k_y)=4\lambda\sin k_x\sin k_y\) to \(\varepsilon_0\). The radicals \(R_\sigma\) are unchanged, and so are \(S\) and its zero average. Expanding \(f\) at fixed \(\mu\),
\[
N_\uparrow-N_\downarrow\approx\Big\langle\sum_\pm\big[f'(E^\pm_\uparrow)-f'(E^\pm_\downarrow)\big]\,4\lambda\sin k_x\sin k_y\Big\rangle. \tag{6}
\]
By (5) the bracket is odd under \(M_x\), as is the sine product, so symmetry does not cancel the average. The mirror exchanges the spins and reverses \(\lambda\), so the moment is odd in \(\lambda\) and the error of (6) is of order \(\lambda^3\). For \(\lambda=0.002\) eV the grid sum with sheared bands gives \(9.967\times10^{-4}\) per cell and (6) gives \(9.969\times10^{-4}\). This is one contribution to a piezomagnetic response without spin-orbit coupling. A general \(xy\) shear keeps only operations of the first class, so it may change the diagonals of filled and empty plaquettes by different amounts \(\lambda_f\) and \(\lambda_e\), with mean \(\lambda\). This adds \(-2(\lambda_f-\lambda_e)\cos k_x\cos k_y\,\tau_z\) to (1), and a staggered potential linear in the shear is allowed too. Such terms change \(R_\sigma\) and \(S\). For \(\lambda_f=0.003\) eV and \(\lambda_e=0.001\) eV the moment is \(8.0\times10^{-4}\) per cell. All these values are calculated with the exchange potentials held fixed. In a self-consistent theory they can respond to the shear as well and change the size of the moment. The response needs partly filled bands: an insulator at \(T=0\) with both lower bands full has \(N_\uparrow=N_\downarrow=1\) by counting, with or without the symmetry.

## (c) The exchange potential in Hartree theory

The interaction \(Un_{i\uparrow}n_{i\downarrow}\) gives spin \(\sigma\) on site \(i\) the mean potential \(U\langle n_{i,-\sigma}\rangle\). At half filling with \(\langle n_{A\sigma}\rangle=\frac12+\sigma m\) and \(\langle n_{B\sigma}\rangle=\frac12-\sigma m\), the potential is \(U/2-\sigma Um\) on A and \(U/2+\sigma Um\) on B, so \(\Delta=Um\) up to a constant shift.

A scan of the \(240\times240\) grid puts the top of the lower bands at \(-0.2\) eV and the bottom of the upper bands at \(0.6\) eV. These are the values at \((\pi,0)\), where \(\gamma=\eta=0\) and \(E=4t'-\Delta\), and at \((\pi/2,\pi/2)\), where \(\varepsilon_0=\gamma=0\) and \(E^+_\uparrow=\Delta-4\delta\). The indirect gap is 0.8 eV, so at \(T=0\) the two lower bands are full. The weight on A of a lower state is \(\frac12(1+\langle\tau_z\rangle)=\frac12[1-(\eta-\sigma\Delta)/R_\sigma]\), whence
\[
m=\frac14\left\langle\frac{\Delta-\eta}{R_\uparrow}+\frac{\Delta+\eta}{R_\downarrow}\right\rangle=\frac12\left\langle\frac{\Delta-\eta}{R_\uparrow}\right\rangle,
\]
because \(k_x\to-k_x\) reverses \(\eta\) and turns the second term into the first. A \(96\times96\) grid gives \(m=0.3006\), so \(\Delta=1\) eV corresponds to \(U=1/0.3006=3.33\) eV. Iterating the four densities freely at this \(U\) from an asymmetric start leads to \(n_{A\uparrow}=n_{B\downarrow}=0.801\) and \(n_{A\downarrow}=n_{B\uparrow}=0.199\). This is a collinear two-site mean-field solution. It omits fluctuations and is not compared with other orders.

## (d) The band bottom

The grid scan finds the lowest state at \(\mathbf k=0\). To second order in \(k\), with \(k^2=k_x^2+k_y^2\): \(\varepsilon_0\approx-4t'+2t'k^2\); \(\gamma\approx-4t+tk^2\), so \(\gamma^2\approx16t^2-8t^2k^2\); and \(\eta\approx4\delta k_xk_y\), so \((\eta-\sigma\Delta)^2\approx\Delta^2-8\sigma\Delta\delta k_xk_y\), \(\eta^2\) being of fourth order. With \(\sqrt{R_0^2+w}\approx R_0+w/2R_0\), and with \(k\) now in inverse length,
\[
E_\sigma\approx E_0+A\,a^2k^2+\sigma B\,a^2k_xk_y,
\]
\[
E_0=-4t'-R_0,\qquad A=2t'+\frac{4t^2}{R_0},\qquad B=\frac{4\Delta\delta}{R_0}.
\]
Numerically \(E_0=-4.923\) eV, \(A=0.4+4/4.12311=1.37014\) eV and \(B=0.4/4.12311=0.09701\) eV. Along \((1,\pm1)\), \(k_xk_y=\pm k^2/2\), so \(\hbar^2/2m_{(1,\pm1)}=a^2(A\pm\sigma B/2)\). With \(\hbar^2/2m_e=3.80998\) eV Å\(^2\), spin up has
\[
\frac{m_{(1,1)}}{m_e}=\frac{3.80998}{9(1.37014+0.09701/2)}=0.298,\qquad \frac{m_{(1,-1)}}{m_e}=\frac{3.80998}{9(1.37014-0.09701/2)}=0.320,
\]
and spin down has the two exchanged. The Fermi contours are ellipses of equal area at right angles, with axis ratio \(\sqrt{(A+B/2)/(A-B/2)}=1.036\) and the long axis along \((1,-1)\) for spin up.

In the Boltzmann equation with a constant relaxation time \(\tau_0\) common to both spins, the sheet conductivity (cm/s in Gaussian units) is
\[
\sigma^{(\sigma)}_{ij}=e^2\tau_0\int\!\frac{d^2k}{(2\pi)^2}\,v_iv_j\,(-f'),\qquad v_i=\frac1\hbar\frac{\partial E_\sigma}{\partial k_i}.
\]
Since \(v_jf'=\hbar^{-1}\partial f/\partial k_j\), integration by parts turns the integrand into \(f\,\hbar^{-2}\partial_i\partial_jE_\sigma\). In the parabolic regime the second derivatives are the constants \(2Aa^2\) for \(xx\) and \(\sigma Ba^2\) for \(xy\). With equal areal densities \(n_\uparrow=n_\downarrow=n\),
\[
\sigma^{(\sigma)}_{xx}=\frac{ne^2\tau_0}{\hbar^2}\,2Aa^2,\qquad \sigma^{(\sigma)}_{xy}=\frac{ne^2\tau_0}{\hbar^2}\,\sigma Ba^2,\qquad
\frac{\sigma^\uparrow_{xy}-\sigma^\downarrow_{xy}}{\sigma^\uparrow_{xx}+\sigma^\downarrow_{xx}}=\frac{B}{2A}.
\]
A field along \(x\) drives opposite transverse currents for the two spins: a spin current with no transverse charge current. The ratio is \(0.09701/(2\times1.37014)=0.03540\). The integral over the full band on a fine grid around \(\mathbf k=0\), with finite-difference velocities, \(\mu=E_0\) and \(k_BT=0.002\) eV, gives 0.03545. The neglected quartic terms are of relative order \(a^2k^2\sim k_BT/A=0.0015\), the size of the relative difference found.

The same expansion gives the low-density moment of the sublattice-independent shear term, \(\lambda_f=\lambda_e=\lambda\). The shear replaces \(\sigma B\) by \(b=\sigma B+4\lambda\) and leaves \(E_0\) and \(A\) unchanged. The area inside a contour of fixed energy, and with it the density of states, is proportional to \((4A^2-b^2)^{-1/2}\), whose logarithmic derivative is \(b/(4A^2-b^2)\). To first order in \(\lambda\) each population changes by the fraction \(4\sigma\lambda B/(4A^2-B^2)\), so
\[
\frac{N_\uparrow-N_\downarrow}{N_\uparrow+N_\downarrow}=\frac{4\lambda B}{4A^2-B^2}.
\]
This term flattens one ellipse further and rounds the other, the areas cease to be equal, and a moment appears while the splitting keeps its zero average. It is not the whole response to a general shear. For \(\lambda_f\ne\lambda_e\) the \(\tau_z\) term moves the band bottom of spin \(\sigma\) by \(-2\sigma(\lambda_f-\lambda_e)\Delta/R_0\), and for degenerate carriers with Fermi energy \(E_F\) above \(E_0\) it adds \(2(\lambda_f-\lambda_e)\Delta/(R_0E_F)\) to the ratio. With \(\lambda_f=0.003\) eV, \(\lambda_e=0.001\) eV and \(E_F=0.05\) eV this is 0.019, against \(1.0\times10^{-4}\) from the ellipses, so it dominates at low density.
